# The equivalent sharp edge of a linearly tapered mask absorber, part 1

(Sections cited here and not found follow in the second part.)

## I. Matching a tapered edge to a sharp one

### The error to be removed

A mask simulation that replaces a sloping absorber wall by a vertical one must decide where to put the vertical wall. The middle of the slope looks natural. If each point of the mask acts only through its local thickness, however, more light passes through the thin toe of the wedge than through its thick end, and the middle is generally wrong in amplitude. The absorber also changes the phase of the light, and then in general no real position reproduces the amplitude removed by the wedge. An arbitrary choice displaces the printed edge, and part of the displacement changes with focus. For the mask treated below, the middle of the slope gives an image-field error about 65 times that of the matched edge, whose position is complex. This holds within the thin-mask model; the second half shows that diffraction in the absorber changes the conclusion for this mask.

### The model and its conventions

The edge runs along $y$ and everything depends on $x$ alone. The time factor is $e^{-i\omega t}$, so a wave travelling towards positive $z$ varies as $e^{ikz}$, with $k=2\pi/\lambda$. The absorber has refractive index $1-\delta+i\beta$. Relative to an equal path in vacuum, a path $\ell$ in the absorber multiplies the field by

$$
e^{ik(-\delta+i\beta)\ell}=e^{-k(\beta+i\delta)\ell}. \tag{1}
$$

On a reflective mask the light crosses an absorber of thickness $d$ twice. At normal incidence the total complex exponent and the amplitude in the dark region are

$$
a=2kd(\beta+i\delta),\qquad T=e^{-a}. \tag{2}
$$

The real part of $a$ attenuates and the imaginary part shifts the phase. With the opposite time convention, $a$ and all results derived from it are replaced by their complex conjugates. On a transmission mask with one pass the factor 2 is absent.

The thickness rises linearly from zero at $x=0$, the clear end, to $d$ at $x=s$. The mask is taken to be thin: each point multiplies the incident field by the factor belonging to the local thickness, and light does not spread sideways inside the absorber. This assumption is examined in the second half, where it turns out to matter. It gives

$$
t(x)=\begin{cases}1,&x<0,\\ e^{-ax/s},&0<x<s,\\ T,&x>s.\end{cases} \tag{3}
$$

The mirror's reflection amplitude is a common factor and is set to one.

### Zeroth-order matching

An imaging system that cannot resolve the width $s$ responds first of all to the integral of the transmission. Let a sharp edge at $X$ have transmission 1 for $x<X$ and $T$ for $x>X$. Outside the taper it agrees with $t$. If $0<X<s$, its integral over the taper is $X+(s-X)T$. The difference of the two integrals is therefore

$$
D(X)=\int_0^s e^{-ax/s}\,dx-X-(s-X)T. \tag{4}
$$

The first term is elementary:

$$
\int_0^s e^{-ax/s}\,dx=\left[-\frac{s}{a}e^{-ax/s}\right]_0^s=\frac{s(1-T)}{a}. \tag{5}
$$

Setting $D(x_0)=0$ and collecting the terms in $x_0$ gives

$$
x_0(1-T)=\frac{s(1-T)}{a}-sT. \tag{6}
$$

For $T\neq1$ we may divide by $1-T$. Since $T/(1-T)=e^{-a}/(1-e^{-a})=1/(e^a-1)$,

$$
\boxed{\,x_0=s\left[\frac1a-\frac1{e^a-1}\right]\,} \tag{7}
$$

measured from the clear end towards the absorber. Equation (4) is linear in $X$, so it also defines the matching when its solution is complex or lies outside the taper.

### What a complex position means

For real $a$, equation (7) is a position on the mask. For complex $a$ it is generally complex, and the statement that it "places" a sharp edge needs interpretation. Subtracting equation (6) from equation (4) gives

$$
D(X)=(1-T)(x_0-X). \tag{8}
$$

For real $X$,

$$
|D(X)|^2=|1-T|^2\left[(\operatorname{Re}x_0-X)^2+(\operatorname{Im}x_0)^2\right]. \tag{9}
$$

The best real edge, judged by the modulus of the integrated mismatch, is therefore at $X=\operatorname{Re}x_0$. What remains is $i(1-T)\operatorname{Im}x_0$. To an optical system that does not resolve $s$, this remainder acts as a line source at the edge,

$$
t(x)\simeq t_{\text{sharp}}(x;\operatorname{Re}x_0)+i(1-T)\operatorname{Im}x_0\,\delta_{\mathrm D}(x), \tag{10}
$$

where $\delta_{\mathrm D}$ is the Dirac delta function, not the index decrement $\delta$. The line source is in quadrature with the amplitude step $1-T$. Moving a real edge adds a line source in phase with the step, so it cannot cancel this one.

### Limiting cases

For small $a$, we expand the second term of equation (7):

$$
\frac1{e^a-1}=\frac1a\left(1+\frac a2+\frac{a^2}{6}+\cdots\right)^{-1}
=\frac1a-\frac12+\frac a{12}+\cdots. \tag{11}
$$

The coefficient of $a$ follows from $(1/2)^2-1/6=1/12$. Thus

$$
x_0=s\left(\frac12-\frac a{12}+\cdots\right). \tag{12}
$$

A weak absorber puts the edge at the middle of the taper, because the removed amplitude is then proportional to thickness. For strong attenuation, $\operatorname{Re}a\gg1$, the second term of equation (7) is exponentially small and $x_0\simeq s/a$: the light that gets through the wedge comes through its toe.

For real positive $a$, $x_0$ is the mean of $x$ over a positive weight proportional to $e^{-ax/s}$, as equation (15) below shows. This weight decreases across the taper, so its mean lies between 0 and $s/2$.

For a pure phase step, $a=i\varphi$, we use

$$
\frac1{e^{i\varphi}-1}=\frac{e^{-i\varphi/2}}{2i\sin(\varphi/2)}=-\frac12-\frac i2\cot\frac\varphi2 \tag{13}
$$

to obtain

$$
x_0=\frac s2+is\left[\frac12\cot\frac\varphi2-\frac1\varphi\right]. \tag{14}
$$

The best real edge is again the middle, but a quadrature source remains, except at the isolated phases where $\tan(\varphi/2)=\varphi/2$. At $\varphi=\pi$ the cotangent vanishes and $x_0=s/2-is/\pi$.

The result fails at $a=2\pi im$ for a nonzero integer $m$. There $T=1$, and there is no step whose position could be adjusted. If $a=2\pi im+\varepsilon$ with small $\varepsilon$, then $x_0\simeq-s/\varepsilon$. For $a=0.1+2\pi i$, equation (7) gives $x_0/s=-9.506-0.159i$, a real part far outside the taper. The integrated mismatch stays finite all the same: $(1-T)x_0\to-s$, because $1-T\simeq\varepsilon$. The mask then carries a narrow phase feature and almost no step, and an equivalent edge is a poor description of it.

### The next order

The size of the error left by the matching follows from the higher moments of the edge. We define the edge weight

$$
w(x)=-\frac{t'(x)}{1-T}=\frac{a}{s(1-T)}e^{-ax/s},\qquad 0<x<s, \tag{15}
$$

which is zero elsewhere. Equation (5) shows that its integral is one. For complex $a$ it is complex, so its "mean" and "variance" are algebraic moments and not measures of a probability. With $x=s\zeta$, its Fourier transform is

$$
W(q)=\int_0^s w(x)e^{-iqx}dx=\frac{M(a+iqs)}{M(a)},\qquad
M(b)=\int_0^1e^{-b\zeta}d\zeta=\frac{1-e^{-b}}b. \tag{16}
$$

Let $K(b)=\ln M(b)$. A Taylor expansion in $q$ gives

$$
\ln W(q)=K(a+iqs)-K(a)=iqsK'(a)-\frac{q^2s^2}{2}K''(a)+\cdots. \tag{17}
$$

For any weight of unit integral, the corresponding expansion is $\ln W=-iq\langle x\rangle-q^2v/2+\cdots$, with $v=\langle x^2\rangle-\langle x\rangle^2$. Differentiating $K(a)=\ln(1-e^{-a})-\ln a$ gives

$$
K'(a)=\frac{1}{e^a-1}-\frac1a,\qquad
K''(a)=\frac1{a^2}-\frac{e^a}{(e^a-1)^2}. \tag{18}
$$

Comparison of the terms linear in $q$ gives $\langle x\rangle=-sK'(a)=x_0$. The matched position is the mean of the edge weight. In the quadratic term, $e^a-1=e^{a/2}\,2\sinh(a/2)$, and so

$$
v=s^2\left[\frac1{a^2}-\frac1{4\sinh^2(a/2)}\right]. \tag{19}
$$

If $q_{\max}$ is the largest spatial frequency the lens accepts from the mask, the matching needs

$$
\frac{q_{\max}^2|v|}{2}\ll1, \tag{20}
$$

with the higher terms also small. This form is for normal illumination. For an illumination direction with transverse wavenumber $p$ on the mask, $q_{\max}$ is replaced by $q_{\max}+|p|$, which makes the condition stricter. Equations (7), (16) and (19) were tested against direct quadrature of equation (3) for six values of $a$: real, imaginary and complex, including $0.1+2\pi i$. They agreed to the numerical precision set for the quadrature.

### Numbers for a reflective mask

We take a reflective mask for extreme-ultraviolet light of wavelength 13.5 nm. The parameters are rough typical values: $d=60$ nm, $\beta=0.03$, $\delta=0.05$ and a wall at $85^\circ$ to the mask plane. The taper width is $s=d/\tan85^\circ=5.249$ nm. With $k=0.46542\ \text{nm}^{-1}$,

$$
a=2(0.46542)(60)(0.03+0.05i)=1.6755+2.7925i. \tag{21}
$$

The dark amplitude is $T=-0.1759-0.0640i$, so 3.5% of the clear intensity remains. Equation (7) becomes

$$
\frac{x_0}{s}=(0.1580-0.2633i)-(-0.1521-0.0462i)=0.3101-0.2171i, \tag{22}
$$

or $x_0=1.628-1.140i$ nm. Within this model the best real edge lies 1.63 nm from the clear end, while the middle of the taper lies at 2.62 nm. If the phase were dropped and only $\operatorname{Re}a$ kept, the result would be 1.92 nm. The phase therefore moves the real part and also creates the imaginary part.

Equation (19) gives $v=2.390-1.407i\ \text{nm}^2$. For a wafer-side numerical aperture of 0.33 and a reduction of 4, $q_{\max}=k(0.33)/4=0.03840\ \text{nm}^{-1}$. The left side of condition (20) is then 0.0020. The taper is far below the resolution of the lens, and the matching is accurate for the transmission in equation (3). Whether that transmission describes the mask is a separate question.

## II. The printed edge and the limits of the model

### Results carried over

The mask is clear for $x<0$ and has amplitude $T=e^{-a}$ for $x>s$. Between them the thin-mask transmission is $e^{-ax/s}$. The normalized edge weight $w$ has complex mean $x_0$, given by equation (7), and complex variance $v$, given by equation (19). The wavenumber is $k$, and $q_{\max}$ is the pupil limit on the mask side. For the example, $s=5.249$ nm, $a=1.6755+2.7925i$, $T=-0.1759-0.0640i$ and $x_0=1.628-1.140i$ nm. Positive displacements point into the absorber, and lengths are on the mask unless the wafer is named.

### The image of the taper

Let $C(x)$ be the image field of a clear half-plane $x<0$ beside a perfectly black one, and let $F$ be the image field of a fully clear mask. Both refer to one illumination direction, whose phase factor across the mask is removed because it does not affect intensity. $F$ is then independent of $x$. Magnification is removed by using mask coordinates.

The transmission is a superposition of sharp edges,

$$
t(x)=T+(1-T)\int_0^s w(u)\,\theta(u-x)\,du, \tag{23}
$$

where $\theta$ is the unit step. The integral is one for $x<0$ and zero for $x>s$, and differentiation returns equation (15). Since imaging is linear in the field,

$$
E(x)=TF+(1-T)\int_0^s w(u)C(x-u)\,du. \tag{24}
$$

The derivative of $C$ is a Fourier integral over a finite band. Hence $C$ is an entire function, and its value at a complex argument is defined. We expand about $x-x_0$:

$$
C(x-u)=C(x-x_0)-(u-x_0)C'(x-x_0)+\tfrac12(u-x_0)^2C''(x-x_0)+\cdots. \tag{25}
$$

The weighted mean of $u-x_0$ vanishes and that of its square is $v$. Therefore

$$
E(x)=TF+(1-T)\left[C(x-x_0)+\frac v2C''(x-x_0)+\cdots\right]. \tag{26}
$$

This is the precise sense in which the equivalent edge sits at a complex position. The last term was tested against the directly convolved image for a taper of 1 nm with the example's $a$, at $x=-30$ nm, in focus and at 50 nm wafer defocus. The error of the matched image differed from this term by less than 3% of the term.

For the full example, in focus and with coherent normal illumination, the largest image-field error between $-150$ and 150 nm is 0.029 for a sharp edge at the clear end. It is 0.022 for one at the middle and 0.016 for one at $\operatorname{Re}x_0$, but 0.00033 for the complex position. These errors are relative to a clear field of one. The third figure can be traced to the quadrature source. In focus the pupil function is one, and the largest slope is

$$
|C'(0)|=\frac1{2\pi}\int_{-q_{\max}}^{q_{\max}}dq=\frac{q_{\max}}\pi=0.0122\ \text{nm}^{-1}. \tag{27}
$$

Multiplication by $|1-T|\,|\operatorname{Im}x_0|=1.178\times1.140$ nm gives 0.016.

Within the thin-mask model, a sharp edge at the complex position $x_0$ reproduces the image field of the taper closely, with a largest error of 0.00033 of the clear field in the example. It remains to find how far the printed contour moves, and whether the thin-mask model holds when light diffracts inside the absorber.
